# Ion path length for nuclear power-law stopping with m = 1/3: a numerical check

```python
"""
Result under test: if nuclear collisions follow the power cross-section
    dsigma = C E^(-m) T^(-1-m) dT,  0 < T <= gamma E,  with m = 1/3,
then the continuous-slowing-down path length R(E) is proportional to E^(2/3),
and an eightfold energy gives a fourfold path length.
E: ion energy, T: energy transfer, gamma: maximum transferred fraction,
S: stopping cross-section, N: atomic number density, loss = N S = -dE/ds.
The exponent is also tested on classical orbits in the potential V = A/r^3.
"""
import numpy as np
from scipy.constants import physical_constants
from scipy.integrate import quad, solve_ivp
from scipy.optimize import brentq

m = 1.0 / 3.0

# Stopping integral from its definition, against the closed form.
C_test, gamma_test = 0.7, 0.8
for energy in (0.5, 3.0, 24.0):
    direct = quad(lambda T: T * C_test * energy**(-m) * T**(-1 - m),
                  0, gamma_test * energy)[0]
    closed = 1.5 * C_test * gamma_test**(2 / 3) * energy**(1 / 3)
    assert abs(direct / closed - 1) < 1e-6

# Worked example: energies in keV, lengths in nm.
E_low, E_high = 10.0, 80.0
loss_low = 0.5                       # keV/nm at E_low, chosen input
k = loss_low / E_low**(1 / 3)


def nuclear_loss(energy):
    return k * energy**(1 / 3)


def path_length(energy, electronic=0.0):
    """Path to rest; electronic is the coefficient of E^(1/2)."""
    return quad(lambda e: 1 / (nuclear_loss(e) + electronic * e**0.5),
                0, energy, epsabs=1e-11, epsrel=1e-10, limit=200)[0]


R_low, R_high = path_length(E_low), path_length(E_high)
for energy, path in ((E_low, R_low), (E_high, R_high)):
    assert abs(path / (1.5 * energy / nuclear_loss(energy)) - 1) < 1e-6
assert abs(R_high / R_low - 4) < 1e-5


# Equation of motion: distance covered while slowing from E_high to E_low.
def reached_low(s, y):
    return y[0] - E_low


reached_low.terminal = True
track = solve_ivp(lambda s, y: [-nuclear_loss(y[0])], (0, 200), [E_high],
                  method="DOP853", events=reached_low, max_step=1.0,
                  rtol=1e-10, atol=1e-10)
distance_between = track.t_events[0][0]
assert abs(distance_between - (R_high - R_low)) < 1e-4

# Electronic stopping lowers the ratio.
electronic_low = 0.05                # keV/nm at E_low, chosen input
q = electronic_low / E_low**0.5
Rq_low, Rq_high = path_length(E_low, q), path_length(E_high, q)
assert abs(Rq_high / (4 * path_length(E_low, np.sqrt(2) * q)) - 1) < 1e-6
assert Rq_high / Rq_low < 4

# Classical orbits in V = A/r^3, equal masses, Hartree atomic units.
A = 1.0
x, wx = np.polynomial.legendre.leggauss(60)
w_nodes, w_weights = (x + 1) / 2, wx / 2


def deflection(b, energy):
    """Centre-of-mass angle; u = 1/r = u0 (1 - w^2), u0 at closest approach."""
    a = A / (energy / 2)             # centre-of-mass energy is E/2
    upper = 1.01 * min(1 / b, a**(-1 / 3))
    u0 = brentq(lambda u: 1 - b * b * u * u - a * u**3, 0, upper,
                xtol=1e-300, rtol=1e-15)
    u = u0 * (1 - w_nodes**2)
    Q = b * b * (u0 + u) + a * (u0 * u0 + u0 * u + u * u)
    return np.pi - 4 * b * np.sqrt(u0) * np.sum(w_weights / np.sqrt(Q))


def orbit_stopping(energy):
    """Integral of 2 pi b T(b) db, mapped by b = t/(1-t)."""
    def integrand(t):
        b = t / (1 - t)
        transfer = energy * np.sin(deflection(b, energy) / 2)**2
        return 2 * np.pi * b * transfer / (1 - t)**2
    return quad(integrand, 0, 1, epsabs=0, epsrel=1e-7, limit=200)[0]


for b, energy in ((20.0, 1.0), (20.0, 8.0), (30.0, 1.0)):
    small_angle = 2 * A / (energy / 2 * b**3)
    assert abs(deflection(b, energy) / small_angle - 1) < 2e-3

S1, S8 = orbit_stopping(1.0), orbit_stopping(8.0)
assert abs(S8 / S1 - 2) < 1e-4
C_small_angle = np.pi / 3 * (4 * A * A)**(1 / 3)
S1_power = 1.5 * C_small_angle       # gamma = 1, E = 1 hartree

y, wy = np.polynomial.legendre.leggauss(6)
y, wy = (y + 1) / 2, wy / 2


def orbit_path_times_density(energy):
    """Integral of dE/S from 0 to energy, with E = energy*y^3."""
    return sum(weight * 3 * energy * node**2 / orbit_stopping(energy * node**3)
               for node, weight in zip(y, wy))


orbit_ratio = orbit_path_times_density(8.0) / orbit_path_times_density(1.0)
assert abs(orbit_ratio - 4) < 1e-3

bohr_nm = physical_constants["Bohr radius"][0] * 1e9
print(f"Lower starting energy: {E_low:.0f} keV")
print(f"Higher starting energy: {E_high:.0f} keV")
print(f"Nuclear loss at lower energy: {1000*loss_low:.1f} eV/nm")
print(f"Nuclear loss at higher energy: {1000*nuclear_loss(E_high):.1f} eV/nm")
print(f"Path length from lower energy: {R_low:.3f} nm")
print(f"Path length from higher energy: {R_high:.3f} nm")
print(f"Same, lower energy: {R_low/bohr_nm:.1f} bohr")
print(f"Same, higher energy: {R_high/bohr_nm:.1f} bohr")
print(f"Path-length ratio: {R_high/R_low:.5f} (no unit)")
print(f"Distance from higher to lower energy: {distance_between:.3f} nm")
print(f"Electronic loss at lower energy: {1000*electronic_low:.1f} eV/nm")
print(f"Electronic loss at higher energy: {1000*q*E_high**0.5:.1f} eV/nm")
print(f"Path with electronic loss, lower energy: {Rq_low:.3f} nm")
print(f"Path with electronic loss, higher energy: {Rq_high:.3f} nm")
print(f"Ratio with electronic loss: {Rq_high/Rq_low:.4f} (no unit)")
print(f"Orbit potential strength A: {A:.1f} hartree bohr^3")
print(f"Orbit stopping at 1 hartree: {S1:.4f} hartree bohr^2")
print(f"Orbit stopping at 8 hartree: {S8:.4f} hartree bohr^2")
print(f"Orbit stopping ratio: {S8/S1:.5f} (no unit)")
print(f"Power-form stopping at 1 hartree: {S1_power:.4f} hartree bohr^2")
print(f"Orbit path-length ratio: {orbit_ratio:.5f} (no unit)")
print("success")
```

Running it gives:

```
Lower starting energy: 10 keV
Higher starting energy: 80 keV
Nuclear loss at lower energy: 500.0 eV/nm
Nuclear loss at higher energy: 1000.0 eV/nm
Path length from lower energy: 30.000 nm
Path length from higher energy: 120.000 nm
Same, lower energy: 566.9 bohr
Same, higher energy: 2267.7 bohr
Path-length ratio: 4.00000 (no unit)
Distance from higher to lower energy: 90.000 nm
Electronic loss at lower energy: 50.0 eV/nm
Electronic loss at higher energy: 141.4 eV/nm
Path with electronic loss, lower energy: 27.784 nm
Path with electronic loss, higher energy: 107.851 nm
Ratio with electronic loss: 3.8817 (no unit)
Orbit potential strength A: 1.0 hartree bohr^3
Orbit stopping at 1 hartree: 3.2285 hartree bohr^2
Orbit stopping at 8 hartree: 6.4569 hartree bohr^2
Orbit stopping ratio: 2.00000 (no unit)
Power-form stopping at 1 hartree: 2.4935 hartree bohr^2
Orbit path-length ratio: 4.00000 (no unit)
success
```
